# Finite-Thickness Correction to Stoney Curvature at Fixed Mismatch Strain, part 1

(Sections cited here and not found follow in the second part.)

## First half: the form of the answer and its derivation from energy

A film of thickness $h_f$ is bonded to a substrate of thickness $h_s$, and the pair bends because the two layers do not fit each other. Five quantities can fix the curvature $\kappa$ far from the edges: the two thicknesses, the two elastic stiffnesses $M_f$ and $M_s$, and a strain $e_m$ that measures the misfit. In linear elasticity the response is proportional to the misfit. Curvature is an inverse length, and the stiffnesses can enter only as a ratio, because no other quantity contains a unit of stress. Hence

$$
h_s\kappa=e_m\,G(m,h),\qquad m=\frac{M_f}{M_s},\qquad h=\frac{h_f}{h_s}.
$$

A symmetry restricts $G$ further. Nothing in the mechanics says which layer is called the film. If the names are exchanged, $m$ and $h$ become $1/m$ and $1/h$. The misfit changes sign, because a film that is too small for its substrate becomes a substrate that is too small for its film. The curvature also changes sign if it is counted positive when the film lies on the concave side. The two sign changes cancel, and the same $\kappa$ can be written in two ways, $e_mG(m,h)/h_s$ and $e_mG(1/m,1/h)/h_f$. Therefore

$$
G(1/m,1/h)=h\,G(m,h).
$$

The thin-film form follows from counting powers. The film acts through its stress, which contains $M_f$, integrated over its thickness. Each factor $m$ therefore brings at least one factor $h$. The load that bends the plate begins as $mh$, and its dependence on the position of the film adds a relative correction proportional to $h$. The stiffness that the film adds to the plate begins with a relative correction proportional to $mh$. Thus

$$
G=c\,mh\,[1+(a+bm)h+O(h^2)],
$$

with $m$ held fixed as $h$ becomes small, and with pure numbers $a$, $b$ and $c$. The leading term is Stoney's formula. The numbers, which this argument cannot supply, will be $c=6$, $a=1$ and $b=-4$.

### Strain, stress and sign conventions

The mismatch strain $e_m$ is the elastic in-plane strain that the film would carry if the substrate were flat and unstrained. It is equal in all in-plane directions, uniform through the film, and positive in tension. It is held fixed when films of different thickness are compared. The corresponding mismatch stress is $\sigma_m=M_fe_m$. This is generally not the stress left in the film after the plate has relaxed.

Both layers are thin compared with the lateral size of the plate, and their outer faces are free. The stress $\sigma_z$ normal to the plate is therefore taken as zero. For an isotropic layer with Young's modulus $E$ and Poisson ratio $\nu$, equal in-plane stresses $\sigma$ give

$$
e=\frac{\sigma-\nu\sigma}{E},
\qquad\text{so}\qquad
\sigma=Me,\quad M=\frac{E}{1-\nu}.
$$

This $M$ is the biaxial modulus. The same law holds for a cubic crystal whose plate normal is [001]. There, zero normal stress requires

$$
\sigma_z=2C_{12}e+C_{11}e_z=0,
\qquad e_z=-\frac{2C_{12}}{C_{11}}e,
$$

where $C_{11}$ and $C_{12}$ are elastic constants. The in-plane stress is then

$$
\sigma=(C_{11}+C_{12})e+C_{12}e_z
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e,
$$

and the bracket is $M$. In both cases two in-plane directions contribute to the elastic energy per volume:

$$
u=\tfrac12(\sigma e+\sigma e)=Me^2.
$$

There is no remaining factor of one half.

Let $z$ be measured from the middle of the substrate towards the film. The substrate occupies $-h_s/2<z<h_s/2$, and the film occupies $h_s/2<z<h_s/2+h_f$. For small slopes, a spherical shape has height $w=\kappa r^2/2$ at distance $r$ from the centre. A line initially normal to the plate is assumed to remain straight and normal. A point at height $z$ is then displaced radially by $-z\,dw/dr=-z\kappa r$, in addition to the displacement $e_0r$ of the middle surface. The radial strain is the derivative of the total displacement, and the circumferential strain is the displacement divided by $r$. Both equal

$$
e(z)=e_0-\kappa z.
$$

This is the elastic strain in the substrate. In the film it is $e_0-\kappa z+e_m$, because $e_m$ is already present when the substrate is flat and unstrained. A tensile film shortens when it can, which requires $\kappa>0$ on the side of positive $z$. The edges rise towards the film, and the film lies on the concave side, as the sign convention demands.

The choice of a spherical shape has a reason. Among all states of uniform middle-surface strain and uniform curvature, the small-deflection energy is a positive quadratic function with one minimum. The problem is unchanged by a quarter turn about the plate normal, so the single minimum must be unchanged too. A symmetric in-plane tensor that survives a quarter turn has equal diagonal elements and no shear element. The strain and the curvature are therefore equal in all in-plane directions. This argument belongs to small deflections. Large ones add terms that are not quadratic.

### The energy

It is convenient to remove the scales by defining

$$
\zeta=\frac{z}{h_s},\qquad x=\frac{e_0}{e_m},\qquad
k=\frac{\kappa h_s}{e_m}.
$$

The energy per area, divided by $M_sh_se_m^2$, is

$$
W=\int_{-1/2}^{1/2}(x-k\zeta)^2d\zeta
+m\int_{1/2}^{1/2+h}(1+x-k\zeta)^2d\zeta.
$$

In the first integral the cross term vanishes by symmetry, and the average of $\zeta^2$ is $1/12$. The substrate therefore contributes $x^2+k^2/12$. The film needs three integrals over its thickness:

$$
I_0=\int d\zeta=h,
$$

$$
I_1=\int\zeta\,d\zeta
=\frac12\left[\left(\frac12+h\right)^2-\frac14\right]
=\frac{h(1+h)}2,
$$

$$
I_2=\int\zeta^2d\zeta
=\frac13\left[\left(\frac12+h\right)^3-\frac18\right]
=\frac h4+\frac{h^2}{2}+\frac{h^3}{3}.
$$

Expanding the square gives

$$
W=x^2+\frac{k^2}{12}
+m\left[h(1+x)^2-2I_1(1+x)k+I_2k^2\right].
$$

No external force does work on the free plate, so equilibrium is the minimum of $W$ with respect to both $x$ and $k$. Half of each derivative is set to zero:

$$
x+mh(1+x)-mI_1k=0,
$$

$$
\frac{k}{12}-mI_1(1+x)+mI_2k=0.
$$

The first equation states that the total in-plane force is zero. The second states that the total bending moment is zero. Since $W$ is a sum of integrated squares with positive weights, its quadratic part is positive for every nonzero change of $x$ and $k$, and the stationary point is the minimum.

### Solving for the curvature

Adding 1 to $x$ in the first equation gives

$$
(1+mh)(1+x)=1+mI_1k,
\qquad
1+x=\frac{1+mI_1k}{1+mh}.
$$

This is inserted in the second equation, which is then multiplied by $1+mh$:

$$
k(1+mh)\left(\frac1{12}+mI_2\right)
=mI_1+m^2I_1^2k.
$$

Collecting the terms in $k$ and multiplying by 12 gives

$$
k\left[(1+mh)(1+12mI_2)-12m^2I_1^2\right]=12mI_1.
$$

The integrals give $12I_1=6h(1+h)$, $12I_2=3h+6h^2+4h^3$ and $12I_1^2=3h^2+6h^3+3h^4$. The first product in the bracket is

$$
1+4mh+6mh^2+4mh^3
+3m^2h^2+6m^2h^3+4m^2h^4.
$$

Here $4mh$ is the sum of $3mh$ and $mh$. Subtracting $12m^2I_1^2$ removes the terms in $m^2h^2$ and $m^2h^3$, and leaves one $m^2h^4$. The bracket is therefore

$$
D=1+4mh+6mh^2+4mh^3+m^2h^4,
$$

and the curvature is

$$
\kappa=\frac{6mh\,e_m}{h_s}\,\frac{1+h}{D}.
$$

For small $h$ at fixed $m$, the last fraction tends to one. What remains is the Stoney curvature for the mismatch stress,

$$
\kappa_{\rm St}=\frac{6mh\,e_m}{h_s}
=\frac{6\sigma_mh_f}{M_sh_s^2}.
$$

The finite-thickness ratio is thus

$$
Q(m,h)=\frac{\kappa}{\kappa_{\rm St}}
=\frac{1+h}{1+4mh+6mh^2+4mh^3+m^2h^4}.
$$

It has the required exchange symmetry. Replacing $m,h$ by their inverses changes $D$ into $D/(m^2h^4)$. With $G=6mh(1+h)/D$, this gives

$$
G(1/m,1/h)=\frac{6(1+h)}{mh^2}\frac{m^2h^4}{D}
=\frac{6mh^2(1+h)}D=hG(m,h).
$$

### The leading correction and its range

Write $D=1+d$, where $d=4mh+6mh^2+O(h^3)$. The expansion $1/(1+d)=1-d+d^2+O(d^3)$ gives

$$
\frac1D=1-4mh+(16m^2-6m)h^2+O(h^3).
$$

Multiplication by $1+h$ adds $h$ at first order and $-4mh^2$ at second order:

$$
Q=1+(1-4m)h+(16m^2-10m)h^2+O(h^3).
$$

The leading relative change of the curvature, measured against $\kappa_{\rm St}$, is therefore $(1-4m)h$. A film with $m<1/4$ gives more curvature than Stoney's formula when it is thin enough, and a film with $m>1/4$ gives less. At $m=1/4$ the first-order change vanishes, and the second-order coefficient is $16/16-10/4=-3/2$. Stoney's formula is then accurate to first order, but it is still not the full result.

The condition $h\ll1$ is not sufficient for a stiff film. The expansion of $1/D$ also needs $4mh\ll1$. At a fixed thickness ratio $h=0.05$, the leading and full changes are $3.0\%$ and $2.8\%$ for $m=0.10$. They are $-15.0\%$ and $-13.6\%$ for $m=1$, and $-35.0\%$ and $-26.6\%$ for $m=2$. In the last case $4mh=0.4$, which is not a small expansion parameter. For $m=1/4$ the leading change is zero and the full change is $-0.37\%$, close to $-\tfrac32h^2$.

Three limits show what the full ratio contains. If $m\to0$ at fixed $h$, then $Q\to1+h$. A very soft film adds no stiffness, but its force acts farther from the middle of the substrate than the force of a film without thickness.

If $m=1$, the polynomial is $D=(1+h)^4$, and $Q=(1+h)^{-3}$. This can be found directly, since the two layers then form a plate of one modulus $M$ and thickness $h_s+h_f$. The middle of the film is a distance $h_s/2$ from the middle of this combined plate. The mismatch force $Me_mh_f$ consequently has the moment $Me_mh_fh_s/2$. Dividing by the bending stiffness $M(h_s+h_f)^3/12$ gives

$$
\kappa=\frac{6e_mh_fh_s}{(h_s+h_f)^3}
=\frac{\kappa_{\rm St}}{(1+h)^3}.
$$

If $h\to\infty$ at fixed $m$, the highest powers give $\kappa\to6M_se_mh_s/(M_fh_f^2)$. This is Stoney's formula with the two layers exchanged: the original substrate has become the thin layer. The curvature therefore does not keep growing with film thickness at fixed mismatch strain. It tends to zero for both a very thin and a very thick film.

### The strain of the middle surface

The force equation also gives $x$. With $I_1=h(1+h)/2$,

$$
(1+mh)x=mh\left[\frac{(1+h)k}{2}-1\right]
=\frac{mh}{D}\left[3mh(1+h)^2-D\right].
$$

The square expands to $3mh+6mh^2+3mh^3$. The last bracket is therefore

$$
-(1+mh+mh^3+m^2h^4)=-(1+mh)(1+mh^3).
$$

Cancelling $1+mh$ leaves

$$
\frac{e_0}{e_m}=-\frac{mh(1+mh^3)}D.
$$

A tensile film compresses the middle of the substrate. The leading strain is $-mh\,e_m$, the film force divided by the stretching stiffness of the substrate. This accounts for one quarter of the $-4mh$ in the curvature ratio. The other three quarters come from bending, as the balance of forces makes visible.

## Second half: derivation from forces, an example and the assumptions

The symbols are those of the first half. Film and substrate have thicknesses $h_f,h_s$ and biaxial moduli $M_f,M_s$, with ratios $h=h_f/h_s$ and $m=M_f/M_s$. The fixed mismatch strain $e_m$ is the film's elastic strain on a flat, unstrained substrate, and $\sigma_m=M_fe_m$. Tension is positive, and $\kappa$ is positive with the film on the concave side. The energy method gave $\kappa=\kappa_{\rm St}(1+h)/D$, where $\kappa_{\rm St}=6\sigma_mh_f/(M_sh_s^2)$ and $D=1+4mh+6mh^2+4mh^3+m^2h^4$. The result is now obtained again without an energy.

### Two separate plates joined at an interface

Imagine a cut along the interface. Let $S$ be the actual mean stress in the film after relaxation. The film carries the force $F=Sh_f$ per unit width. No external in-plane force acts on the pair, so the substrate carries $-F$.

Both layers have the curvature $\kappa$. Differences between the curvatures of their middle surfaces are of relative order $\kappa$ times a thickness, and are negligible here. Within each layer, bending adds a stress $-M\kappa z'$, where $z'$ is the distance from that layer's own middle. Its moment about that middle is

$$
\int_{-t/2}^{t/2}(-M\kappa z')z'dz'=-\frac{Mt^3\kappa}{12}
$$

for a layer of modulus $M$ and thickness $t$. The film force also has a moment about the middle of the substrate, with arm $(h_s+h_f)/2$. The total moment is zero:

$$
F\frac{h_s+h_f}{2}
-\frac{\kappa}{12}(M_sh_s^3+M_fh_f^3)=0.
$$

Solving for $\kappa$, inserting $F=Sh_f$, and taking out $h_s$ and $M_sh_s^3$ gives

$$
\kappa=\frac{6Sh_f}{M_sh_s^2}\,L,
\qquad L=\frac{1+h}{1+mh^3}.
$$

The factor $L$ will be called the lever factor. Its numerator is the longer arm of the film force, and its denominator contains the film's own resistance to bending. That resistance enters only at order $h^3$. At fixed mean stress $S$, the leading correction to Stoney's formula is therefore $+h$, whatever the fixed value of $m$.

The energy method has given the full curvature ratio, and the balance of forces and moments has related the curvature to the mean film stress $S$ through the lever factor $L$. It remains to find $S$ from the no-slip condition, which completes the second derivation, and then to treat an example and examine the assumptions.
